# Apparent Hall Density and Mobility of Two Parallel Electron Layers

## Problem

A thin-film channel consists of two uniform electron layers of the same length and width, one above the other. Each holds $5\times10^{12}$ electrons per cm². The drift mobility, meaning drift speed divided by electric field, is $\mu_1=100$ cm²/Vs in the fast layer and $\mu_2=20$ cm²/Vs in the slow one. Both layers are joined to every contact, with negligible contact resistance.

A Hall measurement is made at 1 T with a total current of 10 µA, and the data are evaluated as if there were one layer.

1. What Hall voltage, electron density and mobility does the measurement report?
2. Why does the reported density differ from the total density?
3. Would a stronger magnetic field reveal the total?
4. Which assumption of the model matters most in a real film?

The current flows along $x$, the magnetic field $B$ points along $z$, and the electron charge is $-e$. Current densities $J$ are currents per unit width. The sheet conductance is $G=J_x/E_x$, and the Hall coefficient is $R_H=E_y/(J_xB)$, taken with no net transverse current. A one-layer evaluation defines

$$n_H=\frac{1}{e|R_H|},\qquad \mu_H=|R_H|\,G .$$

All electrons within a layer are first given the same scattering time. This assumption is relaxed in the last section.

## First estimate by scaling

Conductance scales as $n\mu$. With equal densities, the layers share the current in the ratio $100:20$, so the fast layer carries $5/6$ of it.

The magnetic force on an electron is proportional to its drift speed, hence to $\mu$. The sideways drift produced by that force brings a second factor of $\mu$. The transverse current that a layer tries to drive therefore scales as $n\mu^2$, and the slow layer's share is only $(20/100)^2=1/25$ of the fast layer's. As a first estimate, neglect it: the fast layer is the only source of Hall voltage, and the slow layer is a passive conductor connected across it.

Two factors of $5/6$ then appear:

- The fast layer carries $5I/6$, so on open circuit it would produce a Hall voltage $(5/6)\,IB/(en_1)$.
- The slow layer loads this source. The layers have the same shape, so their transverse conductances are also in the ratio $5:1$, and the voltage falls by a further factor $5/(5+1)=5/6$.

Together,

$$|V_H|\approx\frac{25}{36}\,\frac{IB}{en_1}.$$

Comparison with the one-layer expression $|V_H|=IB/(en_H)$ gives

$$n_H\approx\frac{36}{25}\,n_1=7.2\times10^{12}\ \text{cm}^{-2}.$$

The total conductance is $6/5$ of that of the fast layer, $G=(6/5)en_1\mu_1$. Therefore

$$\mu_H=\frac{G}{en_H}\approx\frac{6}{5}\cdot\frac{25}{36}\,\mu_1=\frac56\,\mu_1=83.3\ \text{cm}^2/\text{Vs}.$$

## Exact solution of the two-layer model

### Current in one layer

In steady state, the electric and magnetic forces balance the friction due to scattering. With $\mu=e\tau/m$, where $\tau$ is the scattering time and $m$ the effective mass, the drift velocity obeys

$$\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B).$$

Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$, the components are, with $b=\mu B$,

$$v_x=-\mu E_x-b\,v_y,\qquad v_y=-\mu E_y+b\,v_x .$$

Put the second equation into the first:

$$v_x=-\mu E_x+b\mu E_y-b^2v_x
\quad\Rightarrow\quad
v_x=-\frac{\mu(E_x-bE_y)}{1+b^2}.$$

Put this back into the second equation and use a common denominator:

$$v_y=-\mu\,\frac{(1+b^2)E_y+bE_x-b^2E_y}{1+b^2}
=-\frac{\mu(E_y+bE_x)}{1+b^2}.$$

The current is $\mathbf J=-en\mathbf v$, so the two minus signs cancel:

$$J_x=\frac{en\mu}{1+b^2}(E_x-bE_y),\qquad
J_y=\frac{en\mu}{1+b^2}(E_y+bE_x).$$

### Joining the layers

The layers share $E_x$ and $E_y$, and their currents add. Define

$$P=\sum_i\frac{en_i\mu_i}{1+b_i^2},\qquad
Q=\sum_i\frac{en_i\mu_ib_i}{1+b_i^2}.$$

The total currents are $J_x=PE_x-QE_y$ and $J_y=PE_y+QE_x$. The voltage probes draw no current, so the total $J_y$ vanishes; the transverse current in each layer need not. Thus

$$E_y=-\frac QP E_x,\qquad
J_x=\frac{P^2+Q^2}{P}E_x,\qquad
R_H=-\frac{Q}{B(P^2+Q^2)}.$$

The negative sign is that of electrons.

### Weak field

At 1 T, $b_1=0.01$ and $b_2=0.002$, because 100 cm²/Vs is 0.01 m²/Vs. Keep the leading order in $b$. With

$$S_1=\sum_in_i\mu_i,\qquad S_2=\sum_in_i\mu_i^2,$$

this gives $P=eS_1$ and $Q=eBS_2$. The term $Q^2$ is smaller than $P^2$ by order $b^2$ and is dropped. Hence

$$R_H=-\frac{S_2}{eS_1^2},\qquad G=eS_1,$$

$$n_H=\frac{S_1^2}{S_2},\qquad \mu_H=\frac{S_2}{S_1}.$$

For the given layers,

$$S_1=5\times10^{12}(100+20)=6.0\times10^{14}\ (\text{V s})^{-1},$$

$$S_2=5\times10^{12}(100^2+20^2)=5.2\times10^{16}\ \text{cm}^2/(\text{V s})^2 .$$

The reported values are therefore

$$n_H=\frac{(6.0\times10^{14})^2}{5.2\times10^{16}}
=6.92\times10^{12}\ \text{cm}^{-2},$$

$$\mu_H=\frac{5.2\times10^{16}}{6.0\times10^{14}}
=86.7\ \text{cm}^2/\text{Vs}.$$

The sheet conductance is $eS_1=96.1$ µS, or 10.4 kΩ per square. In a long channel with small probes far from the current contacts, the Hall voltage has magnitude $IB/(en_H)=0.90$ mV; wide probes or a short channel reduce it by a geometry factor.

### Why the density comes out low

Let $N=n_1+n_2$ be the total density. Let $\bar\mu=S_1/N$ be the mean mobility per electron and $s$ its standard deviation. The mean square mobility is $S_2/N=\bar\mu^2+s^2$, so

$$\frac{N}{n_H}=\frac{NS_2}{S_1^2}
=\frac{\bar\mu^2+s^2}{\bar\mu^2}
=1+\frac{s^2}{\bar\mu^2}.$$

Here $\bar\mu=60$ and $s=40$ cm²/Vs, which gives $N/n_H=1+1600/3600=1.444$. The total of $10^{13}$ cm⁻² is therefore read as $6.92\times10^{12}$ cm⁻². The reported mobility exceeds the mean by the same factor, because the product $n_H\mu_H=S_1=N\bar\mu$ is fixed by the conductance.

In this weak-field model, $n_H$ cannot exceed $N$, and it equals $N$ when the mobilities are equal. In the opposite limit, $\mu_2\to0$, the reading tends to $n_1$ and $\mu_1$: electrons that hardly move are not counted.

### The circulating current

To first order in $B$, the transverse field is $E_y=-\mu_HBE_x$. The transverse current in layer $i$ is then

$$J_{y,i}=en_i\mu_i(E_y+\mu_iBE_x)
=en_i\mu_iBE_x(\mu_i-\mu_H).$$

The shared Hall field is too weak to stop the sideways drift in the fast layer and more than strong enough to stop it in the slow layer. Current crosses the channel in one layer and returns in the other. Division by $J_x=eS_1E_x$ gives, for the fast layer,

$$\frac{J_{y,1}}{J_x}=\frac56\times(0.01-0.008667)
=1.11\times10^{-3},$$

and the opposite value for the slow layer.

### Must the layers touch along their whole length?

They need not, provided that they have the same shape and share all contacts. In a uniform layer, the potential depends on the shape, the contact voltages and $\mu_iB$. The contact currents are this potential problem's result multiplied by the sheet conductance $\sigma_i=en_i\mu_i$. To first order in field, the matrix relating contact currents to contact voltages is thus

$$\mathsf G_i=\sigma_i(\mathsf A+\mu_iB\,\mathsf C),$$

where $\mathsf A$ and $\mathsf C$ depend on shape alone. Adding the layers gives

$$\mathsf G=\Big(\sum_i\sigma_i\Big)
\left(\mathsf A+\frac{\sum_i\sigma_i\mu_i}{\sum_i\sigma_i}B\,\mathsf C\right).$$

This is the matrix of one layer with mobility $S_2/S_1=\mu_H$ and conductance $eS_1$.

A finite-element calculation tested this for two square sheets with the given densities and mobilities, joined only at four corner contacts, at 1 T. Current was passed along one diagonal and the Hall voltage read along the other. Calibrated against a single sheet of known density on the same mesh, the pair read $6.92\times10^{12}$ cm⁻², as the formula requires.

The argument fails if a probe reaches only one of two otherwise separate layers. A probe pair on the fast layer alone would sense $E_y=-\mu_1BE_x$, and the evaluation would return 100 cm²/Vs.

### Stronger magnetic fields

The argument for separate layers holds only to first order in the field. For strong fields, take layers in electrical contact along their whole length, so that they share $E_x$ and $E_y$ everywhere, and return to the full expressions for $P$ and $Q$. Write $D_i=1+b_i^2$ and $\beta=\mu_1\mu_2B$. Over a common denominator,

$$Q=eB\,\frac{n_1\mu_1^2(1+b_2^2)+n_2\mu_2^2(1+b_1^2)}{D_1D_2}
=eB\,\frac{S_2+\beta^2N}{D_1D_2}.$$

For $P^2+Q^2$, use $(1+ib)/(1+b^2)=1/(1-ib)$:

$$P+iQ=\sum_i\frac{en_i\mu_i}{1-ib_i}
=e\,\frac{S_1-i\beta N}{(1-ib_1)(1-ib_2)}.$$

The squared modulus is $P^2+Q^2=e^2(S_1^2+\beta^2N^2)/(D_1D_2)$. The denominators cancel in $R_H$, leaving

$$n_H(B)=\frac{S_1^2+\beta^2N^2}{S_2+\beta^2N}.$$

For $\beta\to\infty$ this tends to $N$, so within the model a sufficiently strong field does reveal the total. The two terms in the numerator become equal at

$$B_c=\frac{S_1}{\mu_1\mu_2N}
=\frac{0.006}{0.01\times0.002}\ \text{T}=300\ \text{T},$$

with mobilities in m²/Vs. Even there, the reading is only $8.18\times10^{12}$ cm⁻². At 1 T, it differs from its weak-field value by a fraction $3.4\times10^{-6}$. For these mobilities, a stronger laboratory magnet is no practical remedy.

## Comparison of estimate and solution

The estimate kept the slow layer's conductance but dropped its Hall response. In the exact weak-field formulas, this means replacing $S_2$ by $n_1\mu_1^2$. For equal densities and $\rho=\mu_2/\mu_1$,

$$\frac{n_H^{\text{est}}}{n_H}
=\frac{S_2}{n_1\mu_1^2}=1+\rho^2,
\qquad
\frac{\mu_H^{\text{est}}}{\mu_H}=\frac{1}{1+\rho^2}.$$

With $\rho=1/5$, the estimated density is 4% above the solution and the estimated mobility about 4% below it:

| Quantity | Estimate | Solution |
|---|---|---|
| $n_H$ ($10^{12}$ cm⁻²) | 7.20 | 6.92 |
| $\mu_H$ (cm²/Vs) | 83.3 | 86.7 |

The scaling argument works because the neglected term is quadratic in $\rho$, while the retained change of conductance is linear. It fails for similar layers. At $\rho=1$, it would give $n_H=4n_1$ instead of the correct $2n_1$, because the second layer is then an equal source of Hall voltage.

## The assumptions in a real film

**Spread of scattering times.** If $\tau$ depends on energy, each layer is itself a set of parallel groups of electrons with different mobilities. Its conductance contains the average $\mu_i\propto\langle\tau\rangle$, while its transverse response contains $\langle\tau^2\rangle$. The first-order transverse current becomes

$$J_{y,i}=en_i\mu_i(E_y+r_i\mu_iBE_x),\qquad
r_i=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1 .$$

Setting the sum to zero as before gives

$$n_H=\frac{S_1^2}{\sum_ir_in_i\mu_i^2},\qquad
\mu_H=\frac{\sum_ir_in_i\mu_i^2}{S_1}.$$

To size the Hall factor $r$, take a thickness of 10 nm per layer, an effective mass of $0.3\,m_e$, 300 K and a three-dimensional parabolic band. The average then has the weight $E^{3/2}(-\partial f/\partial E)$, with $f$ the Fermi function: one factor $E$ comes from the squared velocity and $E^{1/2}$ from the density of states. The results, with the same law in both layers, are:

| Scattering law | $r$ | $n_H$ ($10^{12}$ cm⁻²) | $\mu_H$ (cm²/Vs) |
|---|---|---|---|
| $\tau\propto E^{-1/2}$ | 1.12 | 6.2 | 97 |
| $\tau\propto E^{3/2}$ | 1.67 | 4.2 | 145 |

The second law puts the reported density below that of the fast layer alone, and the reported mobility above that of either layer.

These figures are indications only. The product of the zero-temperature Fermi wave number and the mean free path is 1.84 in the fast layer and 0.37 in the slow one, whereas the band picture needs a value well above one. At 300 K the current is carried at higher energies. Averaged with the current as weight, the product $2E\tau(E)/\hbar$ is about twice these values for constant $\tau$ and 1.7 times for $\tau\propto E^{-1/2}$, which does not make the band picture safe. For $\tau\propto E^{3/2}$ it is about seven times larger, 13 and 2.5, because the most energetic electrons carry the current, while at the Fermi energy it falls below the quoted values. The lowest subband spacing of a 10 nm layer with hard walls on both sides, 37.6 meV (9.4 meV for a common 20 nm well), also exceeds the thermal energy of 25.9 meV, while the level broadening $\hbar/\tau$ is about 39 meV in the fast layer and larger in the slow one. For layers confined separately, neither a three-dimensional density of states nor a set of sharp subbands is therefore accurate. The slow layer's Hall response is especially doubtful. Removing it altogether, with the fast layer kept at $r=1$, returns the first estimate, 4% higher in density; a slow-layer Hall factor of 5 would instead lower the density by 13%. The Hall factor of the fast layer is the more sensitive quantity, because it enters with 25 times the weight.

**Comparison with devices.** The parameters lie roughly in the regime of bilayer oxide thin-film-transistor channels, where sheet densities of $10^{12}$ to $10^{13}$ cm⁻² and mobilities of tens of cm²/Vs are reasonable; 100 cm²/Vs is high for an amorphous oxide. Real layers also exchange electrons when the gate voltage or the interface changes. At fixed total density and fixed mobilities, moving 10% of the slow layer's electrons into the fast layer changes the reading to $7.21\times10^{12}$ cm⁻² and 88.7 cm²/Vs. The apparent density then rises by about 4% although no electron has been added. Of the departures sized here, a Hall factor different from one can move the result most, by up to 40% in density for the two scattering laws considered.

One weak-field measurement supplies two numbers, $G$ and $R_H$, whereas the two layers have four unknowns. A single uniform layer with $6.92\times10^{12}$ cm⁻² and 86.7 cm²/Vs would give the same readings. Separating the layers requires further information, such as the density and mobility of one layer measured under conditions that leave them unchanged in the pair. If the layer measured separately is the fast one, the slow layer is still poorly determined in this example. It supplies only 4% of $S_2$, so a 1% error in $S_2$ changes the inferred $n_2\mu_2^2$ by 26%, and an unknown Hall factor adds to the error. The remaining computed values are in the numerical output.

## Computed values

```
fast layer density: 5.000e+12 cm^-2
fast layer mobility: 100 cm2/Vs
slow layer density: 5.000e+12 cm^-2
slow layer mobility: 20 cm2/Vs
magnetic field: 1 T
current: 10 uA
temperature: 300 K
layer thickness for estimates: 10 nm
effective mass for estimates: 0.3 m_e
sum n mu: 6.0000e+14 1/(V s)
sum n mu^2: 5.2000e+16 cm2/(V s)^2
apparent Hall density: 6.9231e+12 cm^-2
apparent Hall mobility: 86.67 cm2/Vs
true total density: 1.000e+13 cm^-2
mean drift mobility: 60 cm2/Vs
mobility standard deviation: 40 cm2/Vs
total / apparent density: 1.4444
sheet conductance: 96.13 uS
sheet resistance: 10.4 kohm/square
Hall voltage magnitude: 0.9015 mV
fast transverse/total long. current: 1.111e-03
slow transverse/total long. current: -1.111e-03
corner-contact apparent density: 6.9231e+12 cm^-2
corner-contact geometry factor: 1.004
density change from 1 T: 3.42e-06
crossover field: 300 T
apparent density at crossover: 8.182e+12 cm^-2
volume density: 5.00e+18 cm^-3
thermal energy: 25.9 meV
zero-temperature Fermi energy: 35.5 meV
chemical potential / kT: 0.61
lowest subband spacing: 37.6 meV
fast mean free path: 3.48 nm
fast k_F times free path: 1.84
slow mean free path: 0.70 nm
slow k_F times free path: 0.37
Hall factor, tau ~ E^(3/2): 1.668
Hall factor, tau ~ E^(-1/2): 1.117
density, both layers E^(3/2): 4.151e+12 cm^-2
mobility, both layers E^(3/2): 144.5 cm2/Vs
density, both layers E^(-1/2): 6.197e+12 cm^-2
mobility, both layers E^(-1/2): 96.8 cm2/Vs
density, no slow Hall response: 7.200e+12 cm^-2
mobility, no slow Hall response: 83.3 cm2/Vs
density after 10% transfer: 7.211e+12 cm^-2
mobility after 10% transfer: 88.7 cm2/Vs
```
